# Localization length at the band centre of the weakly disordered Anderson chain

**The system.** An electron moves on an infinite chain with nearest-neighbour hopping $t$ and random site energies $\varepsilon_n$:

$$t(\psi_{n+1}+\psi_{n-1})+\varepsilon_n\psi_n=E\psi_n .$$

The $\varepsilon_n$ are independent and uniform on $[-W/2,W/2]$, so their mean is zero and their variance is $\sigma^2=W^2/12$. Without disorder the band is $E=2t\cos q$ with $0<q<\pi$, and its centre is $E=0$.

Start the recursion with real values on two neighbouring sites and let $r_n^2=\psi_n^2+\psi_{n-1}^2$. The growth rate is

$$\gamma=\lim_{N\to\infty}\frac1N\ln\frac{r_N}{r_0}.$$

A localized eigenstate joins a solution growing from the left to one growing from the right, so far from its centre the logarithm of its envelope falls on average by $\gamma$ per site. A single state fluctuates about this exponential decay. The localization length here is $\xi=1/\gamma$, in sites. It refers to the amplitude; the probability $|\psi|^2$ falls by a factor $e$ over $\xi/2$. In the algebra below $t=1$, and $t$ is restored in the results.

## Part (a): one step of the recursion

*Question.* Let $E=0$ and write $\psi_n=r\cos\theta$, $\psi_{n-1}=r\sin\theta$. Describe the step to the next site geometrically. To second order in $\varepsilon_n$, find the change of phase and the disorder average of the change of $\ln r$ at given $\theta$.

*Answer.* The recursion is $\psi_{n+1}=-(\psi_{n-1}+\varepsilon\psi_n)$. With $(X,Y)=(\psi_n,\psi_{n-1})$ the step is therefore

$$(X,Y)\to(X,\,Y+\varepsilon X)\to(-(Y+\varepsilon X),\,X).$$

The first operation is a shear, the second a rotation by $+\pi/2$. The rotation leaves $r$ unchanged, so all growth comes from the shear:

$$\frac{r'^2}{r^2}=\cos^2\theta+(\sin\theta+\varepsilon\cos\theta)^2=1+\varepsilon\sin2\theta+\varepsilon^2\cos^2\theta .$$

Using $\tfrac12\ln(1+u)=\tfrac12(u-u^2/2+\dots)$,

$$\ln\frac{r'}{r}=\frac{\varepsilon}{2}\sin2\theta+\frac{\varepsilon^2}{2}\left(\cos^2\theta-\tfrac12\sin^22\theta\right)+O(\varepsilon^3).$$

The phase $\theta$ depends on earlier site energies but not on $\varepsilon_n$. The linear term therefore averages to zero. In the quadratic term $\cos^2\theta=\frac12(1+\cos2\theta)$ and $\frac12\sin^22\theta=\frac14(1-\cos4\theta)$, so that

$$\left\langle\ln\frac{r'}{r}\right\rangle_{\varepsilon}=\frac{\sigma^2}{8}\left(1+2\cos2\theta+\cos4\theta\right).\qquad(1)$$

The third moment of the box distribution vanishes, and the first correction is of order $W^4$.

The shear changes $\tan\theta$ to $\tan\theta+\varepsilon$. With $\tau=\tan\theta$ we have $d\theta/d\tau=\cos^2\theta$ and $d^2\theta/d\tau^2=-2\sin\theta\cos^3\theta$. Hence the shift in addition to the quarter turn is

$$\delta\theta=\varepsilon\cos^2\theta-\varepsilon^2\sin\theta\cos^3\theta+O(\varepsilon^3).\qquad(2)$$

## Part (b): uniform phases, and where they fail

*Question.* Find $\xi$ at a general energy inside the band on the assumption that the phase is uniformly distributed. Then determine at which energies the assumption is justified for $W\to0$.

*Answer.* For $E=2\cos q$ choose coordinates in which the clean step is a pure rotation:

$$X=\psi_n,\qquad Y=\frac{\psi_{n-1}-\cos q\,\psi_n}{\sin q}.$$

Let $\tilde Y=Y+\varepsilon X/\sin q$. Inserting $\psi_{n-1}=\cos q\,X+\sin q\,Y$ in the recursion gives

$$X'=(2\cos q-\varepsilon)X-\cos q\,X-\sin q\,Y=\cos q\,X-\sin q\,\tilde Y,$$

$$Y'=\frac{X-\cos q\,X'}{\sin q}=\frac{(1-\cos^2q)X+\sin q\cos q\,\tilde Y}{\sin q}=\sin q\,X+\cos q\,\tilde Y .$$

The step is a shear of strength $\varepsilon/\sin q$ followed by a rotation by $q$. At fixed $q$ the length of $(X,Y)$ and the original $r$ differ by a bounded factor, which does not affect the growth rate. Equation (1) applies with $\sigma^2$ replaced by $\sigma^2/\sin^2q$, where $\theta$ is now the polar angle of $(X,Y)$. For uniform $\theta$ both cosines average to zero:

$$\gamma=\frac{\sigma^2}{8\sin^2q},\qquad \xi=96\left(1-\frac{E^2}{4t^2}\right)\frac{t^2}{W^2}.\qquad(3)$$

At $E=0$ this would give $96\,t^2/W^2$.

To test the assumption, consider the stationary moments $m_k=\langle e^{2ik\theta}\rangle$. One step changes $\theta$ by $q+\delta\theta$. The part of $\delta\theta$ linear in $\varepsilon$ averages to zero, so stationarity requires

$$m_k=e^{2ikq}m_k+O(\sigma^2),\qquad\text{or}\qquad (1-e^{2ikq})\,m_k=O(\sigma^2).$$

A moment vanishes with the disorder unless $kq$ is a multiple of $\pi$. The growth (1) contains the moments $k=1$ and $k=2$.

- For $k=1$ the bracket is non-zero throughout $0<q<\pi$.
- For $k=2$ it vanishes at $q=\pi/2$, the band centre, and nowhere else inside the band.

Equation (3) is thus the correct weak-disorder limit at every fixed energy inside the band except $E=0$. It can also fail if the band edge is approached together with $W\to0$: the bracket for $k=1$ then tends to zero as well, and the disorder term, of order $\sigma^2/\sin^2q$, need not be small beside it.

At the centre, two steps rotate the vector by $\pi$, which merely reverses its sign. The clean motion does not mix the phases, and $\langle\cos4\theta\rangle$ has to be found from the disorder itself. The moment $\langle\cos2\theta\rangle$ is still $O(\sigma^2)$, since for $k=1$ the bracket equals 2. To leading order

$$\gamma=\frac{\sigma^2}{8}\left(1+\langle\cos4\theta\rangle\right),\qquad E=0.\qquad(4)$$

## Part (c): the phase distribution at the centre

*Question.* Derive the stationary density $P(\theta)$ at $E=0$ for $W\to0$, and say which wave-function patterns it favours.

*Answer.* Subtract the quarter turns and follow the slow remainder of the phase. The disorder acts on it alternately at angle $\theta$ and at angle $\theta+\pi/2$. In one pair of steps the slow phase hardly moves, so its mean shift and mean squared shift per step are averages over these two positions. The cross term between the two shifts has zero mean because the site energies are independent.

Under $\theta\to\theta+\pi/2$, $\sin\theta\to\cos\theta$ and $\cos\theta\to-\sin\theta$. From (2), the mean shift per step is

$$A=-\frac{\sigma^2}{2}\left(\sin\theta\cos^3\theta-\cos\theta\sin^3\theta\right)=-\frac{\sigma^2}{4}\sin2\theta\cos2\theta=-\frac{\sigma^2}{8}\sin4\theta,$$

and the mean squared shift is

$$D=\frac{\sigma^2}{2}\left(\cos^4\theta+\sin^4\theta\right)=\frac{\sigma^2}{2}\left(1-\tfrac12\sin^22\theta\right)=\frac{\sigma^2}{8}(3+\cos4\theta).$$

Higher moments of the shift are $O(\sigma^4)$. For weak disorder the density therefore obeys a Fokker–Planck equation, $\partial P/\partial n=-\partial J/\partial\theta$, with the probability current

$$J=AP-\tfrac12(DP)'.$$

Primes denote $d/d\theta$. Since $D'=-\tfrac12\sigma^2\sin4\theta=4A$,

$$J=\tfrac14D'P-\tfrac12D'P-\tfrac12DP'=-\tfrac14D'P-\tfrac12DP'=-\tfrac12\sqrt D\,(\sqrt D\,P)' .$$

In the stationary state $J$ is constant, and $(\sqrt D\,P)'=-2J/\sqrt D$. Integrate this over one period. The left side gives zero because $\sqrt D\,P$ is periodic, while $1/\sqrt D$ is positive; hence $J=0$. Then $\sqrt D\,P$ is constant:

$$P(\theta)\propto\frac{1}{\sqrt{3+\cos4\theta}} .\qquad(5)$$

This density is unchanged by a quarter turn, so it holds for the original phase too.

The density is largest at $\theta=\pi/4$ and its quarter-turn images, where $|\psi_n|=|\psi_{n-1}|$. It is smallest at $\theta=0$ and its images, where one of the two amplitudes vanishes. The ratio of the extremes is $\sqrt{4/2}=\sqrt2$. The phase lingers where its diffusion is slow, near equal amplitudes on the two sublattices. There the pair-averaged growth, $\frac18\sigma^2(1+\cos4\theta)$, is zero, whereas at $\theta=0$ it is $\sigma^2/4$. The wave function therefore grows more slowly than uniform phases would suggest, and $\xi$ is longer.

## Part (d): the localization length

*Question.* Evaluate $\xi$ at $E=0$ in closed form and compare it with the uniform-phase value.

*Answer.* Let $\varphi=4\theta$. By symmetry $0\le\varphi\le\pi$ suffices:

$$1+\langle\cos4\theta\rangle=\frac{\displaystyle\int_0^\pi\frac{1+\cos\varphi}{\sqrt{3+\cos\varphi}}\,d\varphi}{\displaystyle\int_0^\pi\frac{d\varphi}{\sqrt{3+\cos\varphi}}} .$$

Substitute $c=\cos(\varphi/2)$. Then $1+\cos\varphi=2c^2$, $3+\cos\varphi=2(1+c^2)$ and $d\varphi=-2\,dc/\sqrt{1-c^2}$. The common factors cancel, and $(1+c^2)(1-c^2)=1-c^4$, so

$$1+\langle\cos4\theta\rangle=\frac{2I_2}{I_0},\qquad I_p=\int_0^1\frac{c^p\,dc}{\sqrt{1-c^4}} .$$

With $s=c^4$, $dc=\frac14s^{-3/4}ds$, these are beta functions. Using $\Gamma(\frac12)=\sqrt\pi$ and $\Gamma(\frac54)=\frac14\Gamma(\frac14)$,

$$I_0=\tfrac14B(\tfrac14,\tfrac12)=\frac{\sqrt\pi\,\Gamma(\frac14)}{4\,\Gamma(\frac34)},\qquad I_2=\tfrac14B(\tfrac34,\tfrac12)=\frac{\sqrt\pi\,\Gamma(\frac34)}{\Gamma(\frac14)} .$$

Thus $2I_2/I_0=8[\Gamma(\frac34)/\Gamma(\frac14)]^2$, and (4) gives

$$\gamma=\frac{\sigma^2}{t^2}\left[\frac{\Gamma(3/4)}{\Gamma(1/4)}\right]^2 .$$

Finally $\sigma^2=W^2/12$ and $\Gamma(\frac14)\Gamma(\frac34)=\pi\sqrt2$ lead to

$$\xi=\frac{6\,\Gamma(1/4)^4}{\pi^2}\frac{t^2}{W^2}\simeq105.05\,\frac{t^2}{W^2}.\qquad(6)$$

In numbers, $\Gamma(\frac34)/\Gamma(\frac14)=1.225417/3.625610$. Its square is $0.114237$, and 12 divided by the unrounded square is $105.05$. Uniform phases give $0.125$ instead of $0.114237$. The mean $\langle\cos4\theta\rangle=-0.0861$ accounts for the whole difference: it lowers $\gamma$ by 8.6 % and lengthens $\xi$ by 9.4 %, both relative to the uniform-phase values.

Both 96 and 105 are coefficients of the leading order in $W^2$. The second also comes from perturbation theory, but with the phase distribution that the disorder selects at the centre.

## Part (e): how the two coefficients are connected

*Question.* Let $E=x\sigma^2/t$ with $x$ fixed as $W\to0$. Find equations that determine $\gamma$ and estimate the width in energy of the anomaly.

*Answer.* In the coordinates of part (a), a small energy replaces $\varepsilon$ by $\varepsilon-E$. The mean shift in (2) gains $-E\cos^2\theta$, whose average over the two quarter-turn positions is $-E/2$. With $t=1$ the drift becomes

$$A=-\sigma^2\left(\frac{\sin4\theta}{8}+\frac x2\right),$$

while $D$ is unchanged to order $\sigma^2$. The growth gains $-\frac12E\langle\sin2\theta\rangle$. This is $O(\sigma^4)$, because the $k=1$ moment is itself $O(\sigma^2)$. Equation (4) therefore still holds, with a modified phase density.

Multiply the stationary Fokker–Planck equation by a periodic function $f$ and integrate by parts: $\langle Af'+\frac12Df''\rangle=0$. Take $f=e^{4ik\theta}$ and define $a_k=\langle e^{4ik\theta}\rangle$, with $a_0=1$. After division by $\sigma^2$,

$$\left\langle\left[-\tfrac{ik}{2}\sin4\theta-2ikx-k^2(3+\cos4\theta)\right]e^{4ik\theta}\right\rangle=0 .$$

The sine gives $(a_{k+1}-a_{k-1})/(2i)$ and the cosine gives $(a_{k+1}+a_{k-1})/2$. Division by $-k$ yields, for $k\ge1$,

$$(3k+2ix)a_k+\left(\tfrac k2+\tfrac14\right)a_{k+1}+\left(\tfrac k2-\tfrac14\right)a_{k-1}=0,\qquad \gamma=\frac{\sigma^2}{8t^2}(1+\mathrm{Re}\,a_1).\qquad(7)$$

The density is smooth, so the solution with $a_k\to0$ is required. It is found by setting a high moment to zero and working downwards. Even a crude cut is good: at $x=0$ with $a_3=0$, the $k=2$ equation gives $a_2=-a_1/8$. The $k=1$ equation becomes $(3-\frac{3}{32})a_1=-\frac14$, so $a_1=-0.0860$, close to the full value $-0.0861$.

For large $|x|$, $a_2$ is smaller than $a_1$ by a factor of order $1/x$, and

$$a_1\simeq-\frac{1}{4(3+2ix)},\qquad \mathrm{Re}\,a_1\simeq-\frac{3}{16x^2}.$$

The steady rotation caused by $E$ then carries the phase round faster than disorder can shape its distribution, and the coefficient returns to 96. The full solution of (7) gives

| $x=Et/\sigma^2$ | $\xi W^2/t^2$ |
|---|---|
| 0 | 105.05 |
| 0.5 | 103.97 |
| 1.5 | 100.11 |
| 5 | 96.66 |

Half of the anomaly in $\gamma$ has gone at $x=1.43$, that is at $|E|\simeq0.12\,W^2/t$. The order of limits matters. If $W\to0$ at fixed $E\ne0$ and then $E\to0$, the coefficient is 96; if $E=0$ from the start, it is 105. For the same reason, an average over an energy range much wider than $\sigma^2/t$ largely hides the anomaly. A non-zero mean of the site energies would shift the centre by that mean.

## Part (f): a chain with finite disorder

*Question.* For $W=0.5\,t$ find $\xi$ at $E=0$ and at $E=0.2\,t$. How large are the neglected higher orders, and can a direct calculation distinguish the two coefficients?

*Answer.* The variance is $\sigma^2=0.25\,t^2/12=0.02083\,t^2$. At the centre,

$$\xi_{\rm uniform}=\frac{96}{0.25}=384\ \text{sites},\qquad \xi=\frac{105.05}{0.25}\simeq420\ \text{sites}.$$

The difference of 36 sites has to be compared with the error of stopping at order $W^2$. For this, the phase problem can be solved numerically at finite $W$. The unexpanded shear and rotation are averaged over the box distribution and written as a matrix acting on the modes $e^{2ik\theta}$ with $|k|\le40$. Its stationary moments are then used to average the unexpanded growth $\ln(r'/r)$. The result is $\xi=419.3$ sites, 0.2 % below (6). The higher orders are far smaller than the anomaly.

The same calculation at other disorder strengths, all at $E=0$, gives

| $W/t$ | $\xi W^2/t^2$ |
|---|---|
| 1 | 104.16 |
| 0.5 | 104.82 |
| 0.25 | 104.99 |
| 0.125 | 105.03 |

The distance from the closed form, taken with unrounded values, falls by a factor of about four at each halving of $W$, as expected for a relative correction of order $W^2$. Removing such a correction with the unrounded values of the last two rows gives 105.045, in agreement with the closed form.

At $E=0.2\,t$ the scaled energy is $x=0.2/0.02083=9.6$, well outside the anomaly. Equation (3) gives

$$\xi=384\left(1-\frac{0.04}{4}\right)=380.2\ \text{sites},$$

and the finite-disorder calculation gives 379.7 sites. Half of the anomaly is already lost at $E=1.43\times0.02083\,t\simeq0.030\,t$, a small fraction of the band's half-width $2t$.

A direct simulation of the recursion makes no use of a phase density. At $E=0$ and $W=t$, 40 000 chains of 6000 steps each, counted after a short run-in, give

$$\gamma=0.009598\pm0.000006\ \text{per site},\qquad \xi=104.2\pm0.1\ \text{sites}.$$

The uncertainties are one standard error. The finite-disorder calculation gives $\gamma=0.009600$, within the error, while uniform phases predict $0.010417$, more than 100 standard errors away. The simulated $\langle\cos4\theta\rangle=-0.0847\pm0.0002$ also shows the preference for phases of slow growth.

These lengths belong to a strictly one-dimensional chain with nearest-neighbour hopping, independent site energies, no interactions and no loss of phase coherence. They are not estimates for a film. Hopping to second neighbours would change the one-step map, and correlated site energies would make successive shears dependent on each other. In either case the growth rate would have to be derived again. The remaining values are in the numerical output below.

## Numbers as computed

```
Gamma(1/4) = 3.625610
Gamma(3/4) = 1.225417
K(m=1/2) = 1.854075, E(m=1/2) = 1.350644
mean cos(4 theta), weak-disorder limit = -0.086107
gamma t^2/sigma^2, band centre = 0.114237
gamma t^2/sigma^2, uniform phase = 0.125000
xi W^2/t^2, band centre, closed form = 105.0451 sites
xi W^2/t^2, uniform phase = 96.0000 sites
ratio of the two lengths = 1.09422
Finite-disorder solver at E = 0:
  W = 1.000 t: xi = 104.165 sites, xi W^2/t^2 = 104.1647 sites
  W = 0.500 t: xi = 419.269 sites, xi W^2/t^2 = 104.8172 sites
  W = 0.250 t: xi = 1679.804 sites, xi W^2/t^2 = 104.9878 sites
  W = 0.125 t: xi = 6721.968 sites, xi W^2/t^2 = 105.0307 sites
  extrapolated to W = 0: xi W^2/t^2 = 105.0451 sites
Crossover, x = E t/sigma^2 (solver at W = 0.0625 t):
  x = 0.0: xi W^2/t^2 = 105.045 (theory), 105.042 (solver)
  x = 0.5: xi W^2/t^2 = 103.969 (theory), 103.966 (solver)
  x = 1.5: xi W^2/t^2 = 100.114 (theory), 100.111 (solver)
  x = 5.0: xi W^2/t^2 = 96.656 (theory), 96.651 (solver)
x where half the anomaly in gamma is gone = 1.4324
Simulation, W = 1 t: 40000 chains, 6000 steps each
  gamma = 0.009598 +- 0.000006 per site
  gamma from solver = 0.009600 per site
  gamma from uniform phase = 0.010417 per site
  xi = 104.18 +- 0.07 sites
  mean cos(4 theta) = -0.08470 +- 0.00021
  mean cos(4 theta) from solver = -0.08475
Example: W = 0.5 t, sigma^2 = 0.020833 t^2
  xi, uniform phase = 384.00 sites
  xi, band-centre formula = 420.18 sites
  xi, finite-disorder solver = 419.27 sites
  solver relative to formula = -0.217 percent
  energy where half the anomaly is gone = 0.02984 t
  E = 0.2 t: x = 9.60
  E = 0.2 t: xi, off-centre formula = 380.16 sites
  E = 0.2 t: xi, solver = 379.74 sites
```
